# Why helium's static-exchange s-wave phase shift starts at pi

## The situation

A slow electron in a low-temperature helium discharge scatters elastically from ground-state atoms. Suppose the s-wave phase shift \(\delta\) is computed with the atom frozen and exchange included, and is followed continuously down from high energy, where it tends to zero. At threshold it arrives at \(\pi\).

For a local, short-range potential, Levinson's theorem reads such a value as one bound state. Yet helium in its ground state binds no extra electron. (A long-lived negative ion exists, but it is built on excited helium and lies above the ground-state atom.)

The missing partner is the occupied 1s orbital. It is a bound solution of the equation the incoming electron obeys, but the Pauli principle closes it to that electron. Swan's extension of Levinson's theorem counts it:

\[
\delta(0)-\delta(\infty)=\pi\,(n_b+n_P).
\]

Here \(n_b\) is the number of bound states of the added electron in the space open to it, and \(n_P\) is the number of occupied orbitals, of its own spin and symmetry, removed from that space. For helium in the s wave \(n_b=0\) and \(n_P=1\).

At any one energy the phase is defined only up to a multiple of \(\pi\), so the rule concerns the difference along a continuous curve. The convention here is \(\delta(\infty)=0\); a table that starts at zero uses another branch.

## The equation and its forbidden solution

Formulas are in atomic units; results are in eV and nm. Let \(P(r)\) be \(r\) times the radial Hartree-Fock 1s orbital, with \(\int P^2dr=1\), and let \(u(r)\) be the same for the added electron, with spin up. The three-electron state is a determinant of 1s up, 1s down and \(u\) up. Replacing \(u\) by \(u+cP\) adds a multiple of one column to another, so the determinant is unchanged. For \(u=P\) it vanishes. We may therefore take \(u\) orthogonal to \(P\).

For orthonormal orbitals the energy of the determinant is that of the atom plus \(\langle u|F|u\rangle\), where

\[
F=h+2J-K,\qquad h=-\tfrac12\frac{d^2}{dr^2}-\frac2r,
\]
\[
J(r)=\int_0^\infty\frac{P(r')^2}{r_>}dr',\qquad (Ku)(r)=P(r)\int_0^\infty\frac{P(r')u(r')}{r_>}dr',
\]

and \(r_>\) is the larger of \(r,r'\). Both 1s electrons repel the newcomer, hence \(2J\); only the one of equal spin exchanges with it, hence a single \(K\). Varying \(u\) within the allowed space gives

\[
Q(F-E)Q\,u=0,\qquad Q=1-|P\rangle\langle P| .
\]

Now let \(F\) act on the occupied orbital. Setting \(u=P\) in the definition of \(K\) gives \(KP=JP\), so

\[
FP=(h+2J-J)P=(h+J)P=\varepsilon P .
\]

The last step is the Hartree-Fock equation of the atom. Thus \(F\) has the occupied orbital as a bound level, computed at \(\varepsilon=-24.98\) eV. It is no state of a negative ion, because its determinant is zero.

Since \(P\) is an eigenfunction, \(F\) commutes with \(Q\), and the physical equation reduces to \((F-E)u=0\). Its solutions with \(E\ge0\) are orthogonal to \(P\) without being forced: \(F\) is symmetric and \(P\) decays exponentially, so \((E-\varepsilon)\langle P|u\rangle=0\), and \(E\neq\varepsilon\).

## Counting levels in a box

Place a hard wall at a large radius \(R\). Outside the atom \(u\propto\sin(kr+\delta)\), so the levels obey \(kR+\delta(k)=m\pi\). Without forces they obey \(kR=m\pi\). Choose a high wavenumber \(k_c\) with \(k_cR=(M+\tfrac12)\pi\). Then exactly \(M\) free levels lie below it.

Near threshold, outside the atom, \(u\propto r-a\), with \(a\) the scattering length. For finite \(a\) this requires

\[
\delta(k)\simeq p\pi-ka,
\]

with \(p\) an integer. As \(k\) rises from zero to \(k_c\), \(kR+\delta\) rises from \(p\pi\) to \((M+\tfrac12)\pi+\delta(k_c)\), for \(R\) large enough that \(R+d\delta/dk>0\). With \(|\delta(k_c)|<\pi/2\), it passes the multiples \(m=p+1,\dots,M\). There are therefore \(M-p\) levels of positive energy below \(k_c\).

**All functions allowed.** Switch the forces on gradually. A level near \(k_c\) shifts by \(-\delta/R\), which is less than half the spacing \(\pi/R\) when \(k_c\) is high enough. No level crosses \(k_c\), and the total stays \(M\):

\[
n_b+(M-p)=M\quad\Rightarrow\quad p=n_b .
\]

**One orbital forbidden.** Start again without forces, but require \(\langle P|u\rangle=0\). With a multiplier \(\mu\), \((T-E)u=\mu P\), where \(T=-\tfrac12d^2/dr^2\). Expanding in free box states \(|n\rangle\) of energy \(E_n\),

\[
u=\mu\sum_n\frac{|n\rangle\langle n|P\rangle}{E_n-E},\qquad
\sum_n\frac{|\langle n|P\rangle|^2}{E_n-E}=0 .
\]

For non-vanishing overlaps the sum rises from \(-\infty\) to \(+\infty\) between neighbouring \(E_n\), so each gap holds one root. The \(M\) free levels below \(k_c\) enclose \(M-1\) gaps.

The next root lies between \(E_M\) and \(E_{M+1}\), and we must know on which side of \(k_c\). At high energy the low-lying terms, which carry nearly all the weight of \(P\), add up to about \(-1/E\). Only the term with \(E_{M+1}\) just above \(E\) can cancel them, so

\[
E_{M+1}-E\simeq E\,|\langle M{+}1|P\rangle|^2 .
\]

With \(|n\rangle=\sqrt{2/R}\,\sin kr\) and \(s(k)=\int P\sin kr\,dr\), the right side is \(k^2s^2/R\). The level spacing is \(\pi k/R\), so the ratio is \(ks^2/\pi\). It vanishes at large \(k\) because \(s\) falls as \(k^{-3}\). The root sits just under \(E_{M+1}\), above \(k_c\), and only \(M-1\) levels remain below.

Switching on the forces inside the allowed space again moves no level across \(k_c\). Hence

\[
n_b+(M-p)=M-1\quad\Rightarrow\quad p=n_b+1 .
\]

Each further forbidden orbital removes one more level, which gives Swan's rule.

Helium can be counted either way. In the full space \(F\) has one bound level, the 1s, and nothing is forbidden. In the allowed space there is no bound level, but one function is missing. The scattering solutions are the same, so both counts must give \(\delta(0)=\pi\), and the computed phases do.

## Exclusion is the cause

The binding energy of the 1s orbital does not matter. Add \(\lambda|P\rangle\langle P|\) to \(F\) with \(\lambda=54.42\) eV. The 1s level moves up to \(+29.44\) eV and no negative level is left. In the full space it is still a bound state, now embedded among the scattering energies, and it still counts in \(n_b\). Scattering solutions, being orthogonal to \(P\), do not feel the added term. The computed phase changed by at most \(3\times10^{-11}\) rad.

Nor is attraction needed. Remove every force and keep only orthogonality: the phase still starts at \(\pi\). This limit has a closed formula. At zero energy \(-\tfrac12u''=\mu P\), with solution

\[
u=r+2\mu\int_0^\infty r_<P(r')\,dr' ,
\]

because \(r_<\), the smaller of \(r,r'\), is the Green function of \(-d^2/dr^2\) that vanishes at the origin. At large \(r\), \(u\to r+2\mu D\) with \(D=\int rP\,dr\), so \(a=-2\mu D\). The condition \(\langle P|u\rangle=0\) reads \(D+2\mu G=0\) with \(G=\iint P\,r_<P\,dr\,dr'\). Eliminating \(\mu\),

\[
a=\frac{D^2}{G},\qquad G=\int_0^\infty ds\left[\int_s^\infty P\,dr\right]^2>0 .
\]

The form of \(G\) follows from writing \(r_<\) as the length of the interval in which \(s\) is below both \(r\) and \(r'\). For the helium 1s orbital \(a=0.1123\) nm, from the formula and from the numerical scattering solution alike. With the static and exchange forces restored, \(a=0.0784\) nm (1.482 bohr). Near threshold, exclusion alone therefore acts as a repulsion, and the forces weaken it.

In the wave function, exclusion appears as a node. \(P\) has one sign, so an orthogonal \(u\) must change sign. At threshold \(u\) has one node, at 0.0771 nm, close to the point \(r=a\) where its outer straight line crosses zero. For a nonlocal operator the node illustrates the count; the box argument establishes it.

Other cases separate the two terms of the rule. "Static well" means \(-2/r+2J\), without exchange.

| Case | \(n_b\) | \(n_P\) | \(\delta(0)/\pi\) |
|---|---|---|---|
| Half static well | 0 | 0 | 0 |
| Half static well, 1s forbidden | 0 | 1 | 1 |
| Static well | 1 | 0 | 1 |
| Sixfold static well | 2 | 0 | 2 |
| Sixfold static well, 1s forbidden | 2 | 1 | 3 |
| Helium p wave, with exchange | 0 | 0 | 0 |

In the sixfold well, forbidding the 1s orbital leaves two bound levels, not one. The helium orbital is not an eigenfunction of that well, so removing it need not remove a bound level. The p wave starts at zero because helium has no occupied p orbital and binds no added p electron.

The third row is a trap. The full static well also gives \(\pi\), but for a different reason: it binds a level at \(-0.58\) eV. That level belongs to a distinguishable particle with the electron's mass and charge, not to a helium ion. With half the exchange term the lowest level lies at \(-11.49\) eV, and with all of it at \(-24.98\) eV, where it is the occupied 1s. Leaving exchange out thus predicts a false negative ion. It also gives \(a=0.278\) nm, and so a zero-energy cross section \((0.278/0.0784)^2\approx13\) times the static-exchange one.

## How large the effect is

The s-wave cross section is \(\sigma_0=4\pi\sin^2\delta/k^2\), and adding \(\pi\) to \(\delta\) leaves it unchanged. At 1 eV, with \(\hbar^2/2m=0.0381\) eV nm²,

\[
k=\sqrt{1/0.0381}=5.12\ \text{nm}^{-1},\qquad \pi-ka=3.142-0.402=2.740 .
\]

The computed phase is 2.746 rad, so for the frozen atom the threshold law still works well. With the long-range polarisation tail added below it works less well: at 1 eV, \(ka\) then falls 11–12% short of \(\pi-\delta\). With the frozen-atom phase,

\[
\sigma_0=\frac{4\pi\sin^2(2.746)}{(5.12)^2}\approx0.071\ \text{nm}^2=7.1\times10^{-20}\ \text{m}^2 .
\]

The frozen atom omits polarisation. To size this, a potential tending to \(-\alpha/2r^4\) was added, with the Hartree-Fock polarisability \(\alpha=1.96\times10^{-4}\) nm³ and a short-range cutoff at 0.08 or 0.12 nm. The 1s orbital was kept forbidden. No bound state appears and the phase still starts at \(\pi\), but the numbers move. Cross sections are in \(10^{-20}\) m²:

| Energy (eV) | \(\delta\), static exchange (rad) | \(\sigma_0\), static exchange | \(\sigma_0\), polarised |
|---|---|---|---|
| 1 | 2.75 | 7.1 | 5.8–6.0 |
| 5 | 2.30 | 5.3 | 4.8–4.9 |
| 10 | 2.03 | 3.9 | 3.6–3.7 |

The scattering length falls to 0.061–0.063 nm, which is 20–22% below the static-exchange value. At zero energy, where \(\sigma_0=4\pi a^2\), the cross section falls by 36–39%. The two cutoffs neither span this model nor bound its error. A cutoff of 0.05 nm gives \(a=0.049\) nm and one of 0.20 nm gives 0.065 nm, so the zero-energy cross section falls by about 60% and 30% respectively.

## What to do about it

**Keep the sign of the phase modulo \(\pi\).** The s-wave cross section fixes only \(\sin^2\delta\), so it cannot tell \(\delta\) from \(\pi-\delta\). The momentum-transfer cross section, which enters electron transport calculations, can do so once the p-wave phase is known with its sign. With s and p waves,

\[
f=\frac1k\left[e^{i\delta_0}\sin\delta_0+3e^{i\delta_1}\sin\delta_1\cos\theta\right].
\]

Weight \(|f|^2\) by \(1-\cos\theta\) and integrate over angles. The squared terms give \(\sin^2\delta_0\) and \(9\sin^2\delta_1\times\tfrac13\). The cross term, \(6\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)\cos\theta\), survives only with the \(-\cos\theta\) of the weight and also acquires \(\tfrac13\):

\[
\sigma_m=\frac{4\pi}{k^2}\left[\sin^2\delta_0+3\sin^2\delta_1-2\sin\delta_0\sin\delta_1\cos(\delta_0-\delta_1)\right].
\]

Take 5 eV with polarisation and the 0.08 nm cutoff: \(\sigma_0=4.77\times10^{-20}\) m², \(\delta_1=0.1474\) rad and \(k^2=131.2\) nm⁻². Then \(\sin^2\delta_0=0.0477\times131.2/4\pi=0.498\), which allows \(\delta_0=2.36\) or \(0.78\). The branch that descends from \(\pi\) is 2.36. The bracket becomes \(0.498+0.065+0.124=0.687\), and \(\sigma_m\approx6.6\times10^{-20}\) m². The wrong choice, 0.78, makes the last term \(-0.167\) and gives \(3.8\times10^{-20}\) m². The second digit depends on the model. The 0.12 nm cutoff gives \(\delta_1=0.116\) rad and about 6.3 against \(4.1\times10^{-20}\) m², and the d and higher waves lower the correct value by about \(0.1\times10^{-20}\) m². The gap between the two branches survives the change of cutoff.

**Do not read a positive scattering length as a bound ion.** The estimate \(-\hbar^2/2ma^2\) would give helium a level at \(-0.0381/(0.0784)^2=-6.2\) eV. That estimate needs \(a\) much larger than the range of the force, and here \(a\) is of atomic size.

**Fix the branch at high enough energy.** The first Born phase is \(-(2/k)\int V\sin^2(kr)\,dr\), with \(V\) the static well. Near the nucleus \(V\approx-2/r\), so the phase falls only about as \((2/k)\ln k\). At 5442 eV it is still 0.302 rad, against 0.300 rad in the Born formula. Match to the Born phase there, then follow the curve down in small steps.

**Use the count to anticipate a Ramsauer minimum.** Near threshold \(\delta\simeq p\pi-ka\). If \(a<0\) and \(p\ge1\), the phase first rises above \(p\pi\) and must cross it again on its way to zero, so the s-wave cross section vanishes at some finite energy. The total cross section shows a clear minimum there only if the higher partial waves are still small. In helium \(a>0\), and the phase leaves \(\pi\) downwards.

## Where the model meets real helium

Electron energies of a few eV are typical of low-temperature discharges. The measured scattering length is roughly 0.06 nm, and the measured momentum-transfer cross section at a few eV is roughly 6 to \(7\times10^{-20}\) m². With the two cutoffs chosen, the polarised estimates agree with these rough sizes; static exchange alone overshoots the scattering length. Of the errors estimated here, the frozen target is therefore the largest near threshold. Away from threshold the s wave alone is also insufficient: in the same polarised model the p-wave share of the combined s and p cross section grows from about 2% at 1 eV to about 21% at 10 eV with the 0.08 nm cutoff, and from about 1% to about 13% with the 0.12 nm cutoff. Nuclear motion enters through the mass ratio, \(1.4\times10^{-4}\), and is negligible for the phase.

The rule itself has limits. If a level lies exactly at threshold, \(a\) is infinite and the step \(\delta(0)=p\pi\) fails. Above the first excitation, at roughly 20 eV, real scattering has inelastic channels, so the high-energy end of the phase curve belongs to the one-channel model. And \(n_P\) is a mean-field number: it presumes a target described by a single determinant, in which each orbital of given spin is either occupied or empty. In a correlated atom exclusion still acts, but no single orbital is strictly removed. The numerical output below gives the computed values.

## Computed values

```
He total energy, radial grid: -77.870 eV
He total energy, Gaussian basis: -77.866 eV
lowest level of F (occupied 1s): -24.979 eV
1s level, Gaussian basis: -24.978 eV
case: n_b, n_P, delta(0)/pi
  static-exchange, full space: 1, 0, 1.0000
  static-exchange, 1s removed: 0, 1, 1.0000
  no force, 1s removed: 0, 1, 0.9999
  static well, full space: 1, 0, 0.9998
  half static well, full space: 0, 0, 0.0000
  half static well, 1s removed: 0, 1, 0.9999
  6x static well, full space: 2, 0, 2.0000
  6x static well, 1s removed: 2, 1, 2.9999
  with polarisation, cutoff 0.08 nm: 0, 1, 1.0000
  with polarisation, cutoff 0.12 nm: 0, 1, 1.0000
  p wave, static-exchange: 0, 0, 0.0000
lowest energy on phase curve: 1.36e-07 eV
highest energy on phase curve: 5442 eV
phase there, static-exchange: 0.3021 rad
phase there, first Born: 0.2995 rad
upward shift of 1s in lifting test: 54.42 eV
largest phase change on lifting: 2.9e-11 rad
largest box-count phase difference: 5.1e-06 rad
direct-integration phase difference: 1.8e-09 rad
scattering length, static-exchange: 0.0784 nm = 1.482 bohr
scattering length, orthogonality only: 0.1123 nm
same from closed formula: 0.1123 nm
scattering length, static well only: 0.278 nm
lowest level, no exchange: -0.5821 eV
lowest level, half exchange: -11.494 eV
nodes at threshold: 1; outermost at 0.0771 nm
relative overlap with 1s at threshold: 1.5e-08
zero-energy cross section: 7.733 1e-20 m2
HF polarisability: 1.958 1e-4 nm3
scattering length, cutoff 0.08 nm: 0.0612 nm
scattering length, cutoff 0.12 nm: 0.0626 nm
energy eV: delta0 rad; sigma0, then with polarisation (2 cutoffs), 1e-20 m2
  1: 2.7457; 7.121, 5.772, 5.991
  5: 2.3038; 5.289, 4.772, 4.916
  10: 2.0262; 3.862, 3.632, 3.720
p wave with polarisation, cutoff 0.08 nm: delta1 rad, share of s+p
  1 eV: 0.0267, 1.7 %
  5 eV: 0.1474, 11.5 %
  10 eV: 0.2600, 20.7 %
electron/helium-nucleus mass ratio: 1.37e-04
```
